# Potential decay beside a metal contact on doped and undoped graphene, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the field of a potential step

Beside a wide metal contact, the Dirac energy of cold, undoped graphene approaches the Fermi energy as the inverse square root of the distance $x$ from the metal edge. In doped graphene the disturbance falls as the inverse distance:

$$
U(x)\to\sqrt{\frac{\hbar v\,U_c}{2\pi\alpha x}}\quad\text{(undoped)},\qquad
u(x)\to\frac{\hbar v\,u_0}{4\pi\alpha E_0x}\quad\text{(doped)}. \tag{1}
$$

Here $U$ is the Dirac energy minus the Fermi energy, and $U_c$ is its value under the metal, taken positive in the undoped formula. Far away $U$ tends to $U_\infty$. The disturbance is $u=U-U_\infty$, its value under the metal is $u_0=U_c-U_\infty$, and $E_0=|U_\infty|$. The velocity of the carriers is $v$, and $\alpha$ measures the strength of their Coulomb interaction:

$$
\alpha=\frac{e^2}{4\pi\varepsilon_0\kappa\hbar v},\qquad \kappa=\frac{\kappa_1+\kappa_2}{2}, \tag{2}
$$

with relative permittivities $\kappa_1$ above the sheet and $\kappa_2$ below it. The laws hold in Thomas-Fermi mean-field theory at zero temperature, for a contact much wider than $x$ and no nearby gate.

### The carriers

The graphene lies in the plane $z=0$. The metal covers $x<0$ and fixes the Dirac energy there; nothing depends on the third coordinate. In equilibrium the Fermi energy is the same everywhere, so $U$ varies only through the electrostatic potential $\phi$. An electron has charge $-e$. With $\phi=0$ far out on the sheet, $u=-e\phi$.

The bands are $\pm\hbar vk$, each with two spins and two valleys. If $U>0$, the Fermi energy lies below the Dirac point and holes fill a disc of radius $k_F=U/\hbar v$. Their density is

$$
4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi}=\frac{U^2}{\pi\hbar^2v^2}.
$$

For $U<0$ the same count gives electrons. The net hole density is therefore $U|U|/(\pi\hbar^2v^2)$. The Thomas-Fermi assumption is that this relation holds locally.

In doped graphene, a fixed uniform background in the sheet neutralizes the carriers far from the metal. The charge density left over is

$$
\sigma=\frac{eS}{\pi\hbar^2v^2},\qquad S=U|U|-U_\infty|U_\infty|. \tag{3}
$$

### The electrostatic condition

Let $w(x,z)=-e\phi(x,z)$ be the potential energy of an electron in all space, with $w(x,0)=u(x)$. It is harmonic above and below the sheet. The model assigns the same value $u_0$ to both faces of the metal. Both half-spaces then have the same boundary values, so the bounded solution is even in $z$, even though the permittivities differ.

Gauss's law equates $\sigma$ to the total outward electric displacement. The outward field is $-\partial_z\phi$ at $z=0^+$, and by symmetry it is equally large below. Hence

$$
\sigma=-\varepsilon_0(\kappa_1+\kappa_2)\,\partial_z\phi\big|_{0^+}
=\frac{2\varepsilon_0\kappa}{e}\,\partial_zw\big|_{0^+}.
$$

Inserting (3) and then $e^2=4\pi\varepsilon_0\kappa\hbar v\alpha$ gives

$$
\partial_zw\big|_{0^+}=\frac{e^2S}{2\pi\varepsilon_0\kappa\hbar^2v^2}
=\frac{2\alpha}{\hbar v}S\equiv g(x),\qquad x>0. \tag{4}
$$

The quantity $g$ is the induced charge in units convenient for the potential energy. It is positive for extra holes.

### The far charge

Suppose that $u$ decays with distance. Seen from far away, the plane then carries a simple step: potential energy $u_0$ on the metal and nearly zero on the sheet. With polar angle $\theta$ measured from the positive $x$ axis, the harmonic function with these boundary values in the upper half-space is

$$
w=\frac{u_0}{\pi}\theta.
$$

Indeed $\theta$ is harmonic, vanishes on the sheet and equals $\pi$ on the metal. Just above the sheet, $\partial_z=x^{-1}\partial_\theta$, so

$$
g(x)\to\frac{u_0}{\pi x}. \tag{5}
$$

The doping does not appear in (5). The step has no length of its own, so its field can only be $u_0$ divided by the distance, times a number. Doped and undoped graphene carry the same far charge for the same $u_0$; they differ in the potential needed to hold it.

Combining (4) and (5) yields

$$
U|U|=U_\infty|U_\infty|+\frac{\hbar v\,u_0}{2\pi\alpha x}. \tag{6}
$$

For undoped graphene $U_\infty=0$ and $u_0=U_c$. Taking the square root gives the first law in (1). If $U_c$ is negative, $U$ changes sign and its magnitude obeys the same law.

For doped graphene, expand about $U_\infty$. The derivative of $U|U|$ is $2|U|$, so $S\simeq2E_0u$ when $|u|\ll E_0$. Then

$$
g\simeq qu,\qquad q=\frac{4\alpha E_0}{\hbar v},\qquad
u\to\frac{u_0}{\pi qx}, \tag{7}
$$

which is the second law in (1). The different exponents come from the density of states: it is finite at the Fermi energy of the doped sheet and vanishes at the Dirac point. Undoped graphene must build up its own carriers, and the potential needed per unit of charge grows as the charge becomes small.

### Is the neglected potential small?

The step ignored $u$ on the graphene itself. Poisson's formula for the upper half-space shows what this leaves out:

$$
w(x,z)=\frac z\pi\int_{-\infty}^{\infty}\frac{u(t)\,dt}{(x-t)^2+z^2}.
$$

The kernel integrates to one. Subtract $u(x)$ from both sides, divide by $z$ and let $z\to0$:

$$
g(x)=\frac1\pi\,\mathrm{P}\!\int_{-\infty}^{\infty}\frac{u(t)-u(x)}{(t-x)^2}\,dt.
$$

The principal value, marked P, removes the odd linear term near $t=x$. On the metal $u(t)=u_0$, and $\int_{-\infty}^0dt/(x-t)^2=1/x$. Thus

$$
g(x)=\frac{u_0-u(x)}{\pi x}+\frac1\pi\,\mathrm{P}\!\int_0^\infty\frac{u(t)-u(x)}{(t-x)^2}\,dt. \tag{8}
$$

**Undoped sheet.** Put $u=At^{-1/2}$ and $t=xr^2$ in (8). The terms containing $A$ become $Ax^{-3/2}(J-1)/\pi$, where

$$
J=\mathrm{P}\!\int_0^\infty\frac{(1/r-1)\,2r\,dr}{(r^2-1)^2}
=-2\,\mathrm{P}\!\int_0^\infty\frac{dr}{(r-1)(r+1)^2}.
$$

Partial fractions give

$$
\frac1{(r-1)(r+1)^2}=\frac14\left[\frac1{r-1}-\frac1{r+1}\right]-\frac1{2(r+1)^2}.
$$

The bracket integrates to $\ln|(r-1)/(r+1)|$, which vanishes at both ends; the last term integrates to $-1/2$. Hence $J=1$, and the expected correction of order $x^{-3/2}$ cancels.

What remains comes from the region near the edge, where $u$ differs from the root law. Write $u=At^{-1/2}+\rho(t)$, with $\rho$ integrable at the edge and falling as $t^{-3/2}$. For large $x$ its main contribution to (8) is

$$
\frac1{\pi x^2}\int_0^\infty\rho(t)\,dt.
$$

Relative to (5) this falls as $1/x$. The square root then corrects $U$ by a relative amount also proportional to $1/x$, in agreement with the assumed decay of $\rho$.

**Doped sheet.** Here $u\simeq B/t$ with $B=u_0/(\pi q)$. The integral over $t$ well below $x$ contributes $(\pi x^2)^{-1}\int^{\,\sim x}u\,dt$, which contains $B\ln x/(\pi x^2)$. The region $t\sim x$ adds a constant times $B/x^2$. Relative to (5), the charge correction is therefore

$$
\frac{\ln(x/x_1)}{\pi qx}, \tag{9}
$$

where the length $x_1$ depends on the potential near the edge. The quadratic term in $S$ changes $u$ by a relative amount of order $u/E_0\propto1/x$, so it alters the constant but not the logarithm. In both cases the corrections vanish at large $x$, and the assumption of a decaying potential is consistent.

### Crossover and heat

Equation (6) also describes weak doping. Near the contact the induced carriers outnumber those of the doping and the root law applies; farther out the inverse law takes over. The root law reaches $E_0$ near

$$
x_d=\frac{\hbar vU_c}{2\pi\alpha E_0^2}. \tag{10}
$$

If the contact and the sheet have opposite doping, $U$ changes sign. Equation (6) places this p-n crossing at $\hbar v|u_0|/(2\pi\alpha E_0^2)$, a good estimate when $E_0\ll|u_0|$ and a rough one otherwise, since the neglected potential has size $E_0$ there.

Heat has an effect similar to doping. The density of states is $2|E|/(\pi\hbar^2v^2)$, with $E$ measured from the Dirac point. For $|U|\ll k_BT$ the net hole density of an undoped sheet is $U$ times the thermal average of this density of states. With the Fermi function $f$,

$$
\int_0^\infty E\left(-\frac{df}{dE}\right)dE=\int_0^\infty f\,dE=k_BT\ln2 .
$$

The two bands contribute equally, so $S\simeq4\ln2\,k_BT\,U$. Equation (5) then gives

$$
U\to\frac{\hbar vU_c}{8\pi\ln2\;\alpha k_BTx}. \tag{11}
$$

At any nonzero temperature, the undoped sheet therefore ends with an inverse-distance law. The change occurs where the root law has fallen to about $4\ln2\,k_BT$.

### Other shapes of the contact

The same reasoning shows how the geometry enters. Suppose that the metal covers $-W<x<0$, with screened graphene on both sides. The step field is replaced by

$$
\frac{u_0}\pi\int_{-W}^0\frac{dt}{(x-t)^2}
=\frac{u_0}{\pi x}\,\frac{W}{x+W}. \tag{12}
$$

The laws in (1) thus need $x\ll W$.

If the metal rises as a tall vertical wall, the angle on the air side runs from zero to $\pi/2$. Its field is doubled at distances small against the height of the wall, so the total charge is multiplied by $(2\kappa_1+\kappa_2)/(\kappa_1+\kappa_2)$.

A gate at depth $d$ below the sheet shields the substrate side. Assume that its bias leaves $U_\infty$ at the stated value, so that $w=0$ on the gate for the disturbance alone. With $\eta=-z$, the map $\omega=e^{\pi(x+i\eta)/d}$ carries the substrate layer to the upper half-plane. The metal becomes $0<\omega<1$, the free sheet $\omega>1$ and the gate $\omega<0$. The solution is

$$
w=\frac{u_0}\pi\,[\arg(\omega-1)-\arg\omega].
$$

On the free sheet its normal derivative in the $\omega$ plane is $u_0/[\pi\omega(\omega-1)]$. Multiplication by $|d\omega/dx|=\pi\omega/d$ gives

$$
\frac{u_0}{d(e^a-1)}=\frac{u_0}{\pi x}\,\frac a{e^a-1},\qquad a=\frac{\pi x}d. \tag{13}
$$

The substrate share of the charge is cut off exponentially beyond the gate distance. The air share remains, and on a doped sheet it keeps the inverse law with a smaller prefactor.

On an undoped sheet the neglected potential now matters. Where $U$ varies slowly over the length $d$, the potential energy in the substrate falls linearly from $U$ at the sheet to zero at the gate, so its outward slope is $-U/d$. Far beyond the gate distance, Gauss's law with each side weighted by its permittivity reads, for $U_c>0$,

$$
\frac{4\alpha\kappa}{\hbar v}U^2=\frac{\kappa_1U_c}{\pi x}-\frac{\kappa_2U}{d}.
$$

A root law with the air share alone survives only while $U$ is well above $\kappa_2\hbar v/(4\alpha\kappa d)$. For the values of the example below and $d=300$ nm this threshold is about 1 meV, while $U$ is already near 2 meV at 1000 nm, so no clean root law forms beyond the gate distance. Farther out the linear term wins and $U\to\kappa_1U_cd/(\pi\kappa_2x)$, an inverse-distance law.

## Second derivation: the charge that balances the contact

The second route starts from the charge. The metal at $x<0$ holds the disturbance $u=U-U_\infty$ at $u_0$. On the free sheet, the electron potential energy $w$ satisfies $\partial_zw=g$ just above the plane, where

$$
g=\frac{2\alpha}{\hbar v}\left(U|U|-U_\infty|U_\infty|\right). \tag{14}
$$

The step argument gave $g\to u_0/(\pi x)$. It also gave the root law for $U_\infty=0$, and $u\to u_0/(\pi qx)$ with $q=4\alpha E_0/\hbar v$ for $E_0=|U_\infty|>0$. The same far charge is now found from an integral equation that includes the region near the edge.

### The potential of a line charge beside the metal

Since $w$ is even in $z$, its slope jumps by $2g$ across the free sheet. Hence $\nabla^2w=2g(x)\delta(z)$ away from the metal, while $w=u_0$ on it.

Let $G(\zeta,t)$ be the potential at $\zeta=x+iz$ of a unit line source at $x=t>0$. It satisfies $-\nabla^2G=\delta(x-t)\delta(z)$ and vanishes on the metal half-plane. The map $\sqrt\zeta$, cut along the metal, opens the surrounding space into the half-plane $\mathrm{Re}\sqrt\zeta>0$. The metal becomes the imaginary axis, and an image of opposite sign at $-\sqrt t$ grounds it:

$$
G(\zeta,t)=\frac1{2\pi}\ln\left|\frac{\sqrt\zeta+\sqrt t}{\sqrt\zeta-\sqrt t}\right|. \tag{15}
$$

On the metal $\sqrt\zeta$ is imaginary, the two moduli are equal and $G=0$. Near the source, $|\sqrt\zeta-\sqrt t|\simeq|\zeta-t|/(2\sqrt t)$, so $G$ has the singular part $-(2\pi)^{-1}\ln|\zeta-t|$ of a unit source.

The function $w-u_0$ vanishes on the metal and has source $-2g$ in the convention of $G$. Evaluating it on the sheet gives

$$
u(x)=u_0-\frac1\pi\int_0^\infty
\ln\left|\frac{\sqrt x+\sqrt t}{\sqrt x-\sqrt t}\right|g(t)\,dt. \tag{16}
$$

A multiple of $\mathrm{Re}\sqrt\zeta$ could be added without disturbing the metal, but it grows without limit and is excluded by requiring a bounded potential. Equations (14) and (16) determine $u$ at all distances within the model. For $u_0>0$, the holes on the sheet lower the electron energy from its contact value.

The step argument has given the far charge $u_0/(\pi x)$ and both laws in (1), and the second derivation has reached the integral equation (16), which also covers the region near the edge. It remains to obtain the far charge from that equation, compare the laws with numerical solutions, and examine the limits of the model.
